# Half-Occupation Eigenvalues and Total-Energy Differences in DFT-1/2 Edge Corrections: verification in Python

```python
"""Half-occupation theorem behind DFT-1/2, tested on the oxygen 2p level.

Result under test:
    E(1) - E(0) = eps(1/2) + R,   R = E'''(1/2)/24 + higher derivatives,
    and R = 0 when E is quadratic in f.
E(f)   : self-consistent total energy with 3+f electrons in the 2p shell
eps(f) : Kohn-Sham 2p eigenvalue, equal to dE/df
V_S    : Kohn-Sham potential at f=1 minus that at f=1/2
Internal units are Hartree atomic units; printed energies are in eV.
"""
from types import SimpleNamespace
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from pyscf import gto, dft, scf, lib

lib.num_threads(1)
EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_NM = constants.physical_constants["Bohr radius"][0] * 1e9
LDA = "lda,vwn"


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# ---------- midpoint expansion, symbolic and with a singular case ----------
x = sp.symbols("x")
coeffs = sp.symbols("c0:7")
poly = sum(c * x**k for k, c in enumerate(coeffs))
half = sp.Rational(1, 2)
remainder = poly.subs(x, 1) - poly.subs(x, 0) - sp.diff(poly, x).subs(x, half)
series = (sp.diff(poly, x, 3).subs(x, half) / 24
          + sp.diff(poly, x, 5).subs(x, half) / 1920)
assert sp.expand(remainder - series) == 0
assert sp.expand(remainder.subs({c: 0 for c in coeffs[3:]})) == 0


def kernel(f):
    return 0.5 * min(f, 1 - f)**2


def third_power_law(f):
    return (4 / 3) * (1 / 3) * (-2 / 3) * f**(-5 / 3)


power_defect = 1 - (4 / 3) * 0.5**(1 / 3)
power_kernel = (quad(lambda f: kernel(f) * third_power_law(f), 0, 0.5)[0]
                + quad(lambda f: kernel(f) * third_power_law(f), 0.5, 1)[0])
power_leading = third_power_law(0.5) / 24
assert abs(power_defect - power_kernel) < 1e-7
assert abs(power_leading / power_defect - 1) > 0.2


# ---------- spherical oxygen atom with fractional occupations ----------
def make_atom(s_set, p_set):
    """Each set is (smallest exponent, ratio, number of exponents)."""
    shells = []
    for ang, (start, ratio, count) in ((0, s_set), (1, p_set)):
        shells += [[ang, [start * ratio**k, 1.0]] for k in range(count)]
    return gto.M(atom="O 0 0 0", basis={"O": shells}, spin=0, verbose=0)


def solve(mol, p_up, p_down, xc=LDA, start=None):
    """Self-consistent atom with p_up and p_down electrons in the 2p shell."""
    occ = np.zeros((2, mol.nao_nr()))
    occ[:, :2] = 1.0
    occ[0, 2:5] = p_up / 3
    occ[1, 2:5] = p_down / 3
    mf = dft.UKS(mol)
    mf.xc = xc
    mf.small_rho_cutoff = 0
    # 50 angular points integrate products of s and p functions exactly
    mf.grids.atom_grid = {"O": (120, 50)}
    mf.grids.prune = None
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    mf.get_occ = lambda *args, **kwargs: occ
    if start is None:
        guess = np.asarray(dft.RKS(mol).get_init_guess(mol, "minao"))
        start = np.array([guess, guess]) / 2
    mf.kernel(dm0=start)
    assert mf.converged
    levels = np.asarray(mf.mo_energy)[:, 2:5]
    assert np.ptp(levels, axis=1).max() < 1e-6
    dm = np.asarray(mf.make_rdm1())
    return SimpleNamespace(
        mf=mf, energy=mf.e_tot, dm=dm, eps=levels.mean(), eps_down=levels[1].mean(),
        orbitals=np.asarray(mf.mo_coeff)[0][:, 2:5],
        fock=np.asarray(mf.get_fock(dm=dm))[0])


atom = make_atom((0.07, 2.4, 16), (0.05, 2.3, 10))
runs, previous = {}, None
for f in (1.0, 0.75, 0.6, 0.5, 0.4, 0.25, 0.0):
    runs[f] = solve(atom, (3 + f) / 2, (3 + f) / 2, start=previous)
    previous = runs[f].dm
E = {f: r.energy for f, r in runs.items()}
eps = {f: r.eps for f, r in runs.items()}

delta_e = E[1.0] - E[0.0]
defect = delta_e - eps[0.5]
second = (eps[0.6] - eps[0.4]) / 0.2
third = (eps[0.6] - 2 * eps[0.5] + eps[0.4]) / 0.1**2
leading = third / 24

# total energies against eigenvalue curvature, for three interval widths
scaled = {}
for width, low, high in ((1.0, 0.0, 1.0), (0.5, 0.25, 0.75), (0.2, 0.4, 0.6)):
    scaled[width] = (E[high] - E[low] - width * eps[0.5]) / width**3
    assert abs(scaled[width] - leading) < 0.1 * abs(leading)
slope = (E[0.6] - E[0.4]) / 0.2
assert abs(slope - eps[0.5]) < 5e-4
assert abs(defect) < 0.1 * abs(eps[1.0] - delta_e)

# ---------- frozen orbitals: what makes E(f) depart from a parabola ----------
mid = runs[0.5]
p_density = mid.orbitals @ mid.orbitals.T / 3
direction = np.array([p_density, p_density]) / 2
dm_full, dm_empty = mid.dm + direction / 2, mid.dm - direction / 2
hf = scf.UHF(atom)
hf_difference = hf.energy_tot(dm=dm_full) - hf.energy_tot(dm=dm_empty)
hf_midpoint = np.sum(np.asarray(hf.get_fock(dm=mid.dm)) * direction)
assert abs(hf_difference - hf_midpoint) < 1e-7
frozen_defect = (mid.mf.energy_tot(dm=dm_full) - mid.mf.energy_tot(dm=dm_empty)
                 - eps[0.5])
relaxation_defect = defect - frozen_defect

# ---------- self-energy potential: matrix form and radial form ----------
full = runs[1.0]
v_matrix = full.fock - mid.fock


def mean_shift(orbitals):
    return np.trace(orbitals.T @ v_matrix @ orbitals) / 3


shift_exact = eps[1.0] - eps[0.5]
shift_low, shift_high = mean_shift(full.orbitals), mean_shift(mid.orbitals)
assert shift_low < shift_exact < shift_high

r = np.exp(np.linspace(np.log(1e-6), np.log(40.0), 6000))
ray = np.outer(r, np.ones(3) / np.sqrt(3))
ao = dft.numint.eval_ao(atom, ray)


def density(run):
    return np.einsum("gi,ij,gj->g", ao, run.dm.sum(axis=0), ao)


def xc_potential(rho):
    return np.asarray(dft.libxc.eval_xc(LDA, rho, spin=0, deriv=1)[1][0]).ravel()


n_full, n_mid = density(full), density(mid)
dn = n_full - n_mid
inner = cumulative_trapezoid(4 * np.pi * r**2 * dn, r, initial=0)
outer = cumulative_trapezoid(4 * np.pi * r * dn, r, initial=0)
v_s = inner / r + outer[-1] - outer + xc_potential(n_full) - xc_potential(n_mid)
p_radial = 4 * np.pi * r**2 * np.sum((ao @ full.orbitals)**2, axis=1) / 3
assert abs(trapezoid(p_radial, r) - 1) < 1e-4
shift_radial = trapezoid(p_radial * v_s, r)
assert abs(shift_radial - shift_low) < 1e-4
tail_charge = np.interp(20.0, r, r * v_s)
assert abs(tail_charge - 0.5) < 0.01

trimmed = {}
for cut_nm in (0.11, 0.13, 0.15):
    ratio = r * BOHR_NM / cut_nm
    theta = np.where(ratio < 1, (1 - np.minimum(ratio, 1)**8)**3, 0)
    outside = trapezoid(np.where(ratio >= 1, p_radial, 0), r)
    trimmed[cut_nm] = (trapezoid(p_radial * theta * v_s, r), outside)

# ---------- hole shared by M distant equal atoms ----------
spread = {M: M * (E[1 - 1 / M] - E[1.0]) for M in (1, 2, 4)}
excess = {M: cost + eps[1.0] for M, cost in spread.items()}
for M in (2, 4):
    assert abs(M * excess[M] / excess[1] - 1) < 0.15

# ---------- size of effects left out ----------
polar, previous = {}, None
for f in (1.0, 0.6, 0.5, 0.4, 0.0):
    polar[f] = solve(atom, 3.0, f, start=previous)
    previous = polar[f].dm
polar_delta = polar[1.0].energy - polar[0.0].energy
polar_defect = polar_delta - polar[0.5].eps_down
polar_leading = (polar[0.6].eps_down - 2 * polar[0.5].eps_down
                 + polar[0.4].eps_down) / 0.1**2 / 24
polar_slope = (polar[0.6].energy - polar[0.4].energy) / 0.2
assert abs(polar_slope - polar[0.5].eps_down) < 5e-4

pbe = {f: solve(atom, (3 + f) / 2, (3 + f) / 2, "pbe,pbe", runs[f].dm)
       for f in (1.0, 0.5, 0.0)}
pbe_delta = pbe[1.0].energy - pbe[0.0].energy
pbe_defect = pbe_delta - pbe[0.5].eps
assert abs(pbe_defect) < 0.1 * abs(pbe[1.0].eps - pbe_delta)

dense = make_atom((0.05, 2.0, 20), (0.04, 1.9, 13))
dense_delta = (solve(dense, 2.0, 2.0).energy - solve(dense, 1.5, 1.5).energy)
assert abs(dense_delta - delta_e) < 1e-3
thermal = constants.k * 300 / constants.e

# ---------- numbers for the text ----------
print("Oxygen atom, spherical unpolarized LDA, 2p shell with 3+f electrons")
for f in (0.0, 0.25, 0.4, 0.5, 0.6, 0.75, 1.0):
    print(f"f={f:.2f}: E(f)-E(1) = {(E[f]-E[1.0])*EV:.5f} eV,"
          f" eps = {eps[f]*EV:.5f} eV")
show("Ionization energy E(0)-E(1)", -delta_e * EV)
show("Half-occupation estimate -eps(1/2)", -eps[0.5] * EV)
show("Full-occupation estimate -eps(1)", -eps[1.0] * EV)
show("Defect R = E(1)-E(0)-eps(1/2)", defect * EV, digits=5)
show("Second derivative E''(1/2)", second * EV)
show("Third derivative E'''(1/2)", third * EV)
show("Leading error E'''(1/2)/24", leading * EV, digits=5)
for width, value in scaled.items():
    show(f"Defect/width^3 for width {width}", value * EV, digits=5)
show("Slope of E between f=0.4 and 0.6", slope * EV, digits=5)
show("Part of R from xc at frozen orbitals", frozen_defect * EV, digits=5)
show("Part of R from orbital relaxation", relaxation_defect * EV, digits=5)
show("Frozen Hartree-Fock energy difference", hf_difference * EV, digits=6)
show("Frozen Hartree-Fock midpoint slope", hf_midpoint * EV, digits=6)
show("Shift eps(1)-eps(1/2)", shift_exact * EV)
show("Quadratic estimate of shift E''(1/2)/2", second / 2 * EV)
show("Lower bound <V_S>, f=1 orbital", shift_low * EV)
show("Upper bound <V_S>, f=1/2 orbital", shift_high * EV)
show("Radial-grid <V_S>, f=1 orbital", shift_radial * EV)
show("r*V_S at r=20 bohr", tail_charge, "(atomic units)")
for cut_nm, (shift, outside) in trimmed.items():
    print(f"Cutoff {cut_nm:.2f} nm: trimmed <V_S> = {shift*EV:.3f} eV,"
          f" 2p weight outside = {outside:.3f}")
for M in spread:
    print(f"Hole on {M} distant atoms: cost = {spread[M]*EV:.4f} eV,"
          f" excess over -eps(1) = {excess[M]*EV:.4f} eV")
show("Spin-polarized ionization energy", -polar_delta * EV)
show("Spin-polarized -eps(1/2)", -polar[0.5].eps_down * EV)
show("Spin-polarized defect R", polar_defect * EV, digits=5)
show("Spin-polarized E'''(1/2)/24", polar_leading * EV, digits=5)
show("PBE unpolarized ionization energy", -pbe_delta * EV)
show("PBE unpolarized defect R", pbe_defect * EV, digits=5)
show("Ionization energy change, denser basis", (delta_e - dense_delta) * EV,
     digits=6)
show("Thermal energy kT at 300 K", thermal)
show("f^(4/3) model: true defect", power_defect, "(dimensionless)", 5)
show("f^(4/3) model: kernel integral", power_kernel, "(dimensionless)", 5)
show("f^(4/3) model: E'''(1/2)/24", power_leading, "(dimensionless)", 5)
print("PASS")
```

Printed output:

```
Oxygen atom, spherical unpolarized LDA, 2p shell with 3+f electrons
f=0.00: E(f)-E(1) = 16.59671 eV, eps = -24.60207 eV
f=0.25: E(f)-E(1) = 10.97417 eV, eps = -20.41371 eV
f=0.40: E(f)-E(1) = 8.09380 eV, eps = -18.00457 eV
f=0.50: E(f)-E(1) = 6.37171 eV, eps = -16.44321 eV
f=0.60: E(f)-E(1) = 4.80393 eV, eps = -14.91858 eV
f=0.75: E(f)-E(1) = 2.73343 eV, eps = -12.70251 eV
f=1.00: E(f)-E(1) = 0.00000 eV, eps = -9.20747 eV
Ionization energy E(0)-E(1): 16.5967 eV
Half-occupation estimate -eps(1/2): 16.4432 eV
Full-occupation estimate -eps(1): 9.2075 eV
Defect R = E(1)-E(0)-eps(1/2): -0.15350 eV
Second derivative E''(1/2): 15.4300 eV
Third derivative E'''(1/2): -3.6724 eV
Leading error E'''(1/2)/24: -0.15302 eV
Defect/width^3 for width 1.0: -0.15350 eV
Defect/width^3 for width 0.5: -0.15311 eV
Defect/width^3 for width 0.2: -0.15302 eV
Slope of E between f=0.4 and 0.6: -16.44933 eV
Part of R from xc at frozen orbitals: 0.00475 eV
Part of R from orbital relaxation: -0.15825 eV
Frozen Hartree-Fock energy difference: -16.571731 eV
Frozen Hartree-Fock midpoint slope: -16.571731 eV
Shift eps(1)-eps(1/2): 7.2357 eV
Quadratic estimate of shift E''(1/2)/2: 7.7150 eV
Lower bound <V_S>, f=1 orbital: 7.1496 eV
Upper bound <V_S>, f=1/2 orbital: 7.3098 eV
Radial-grid <V_S>, f=1 orbital: 7.1496 eV
r*V_S at r=20 bohr: 0.5000 (atomic units)
Cutoff 0.11 nm: trimmed <V_S> = 5.890 eV, 2p weight outside = 0.125
Cutoff 0.13 nm: trimmed <V_S> = 6.392 eV, 2p weight outside = 0.070
Cutoff 0.15 nm: trimmed <V_S> = 6.695 eV, 2p weight outside = 0.039
Hole on 1 distant atoms: cost = 16.5967 eV, excess over -eps(1) = 7.3892 eV
Hole on 2 distant atoms: cost = 12.7434 eV, excess over -eps(1) = 3.5359 eV
Hole on 4 distant atoms: cost = 10.9337 eV, excess over -eps(1) = 1.7262 eV
Spin-polarized ionization energy: 13.8962 eV
Spin-polarized -eps(1/2): 13.7891 eV
Spin-polarized defect R: -0.10706 eV
Spin-polarized E'''(1/2)/24: -0.10700 eV
PBE unpolarized ionization energy: 16.4383 eV
PBE unpolarized defect R: -0.15374 eV
Ionization energy change, denser basis: -0.000009 eV
Thermal energy kT at 300 K: 0.0259 eV
f^(4/3) model: true defect: -0.05827 (dimensionless)
f^(4/3) model: kernel integral: -0.05827 (dimensionless)
f^(4/3) model: E'''(1/2)/24: -0.03920 (dimensionless)
PASS
```
